# From the Gilbert equation to the Landau-Lifshitz form for a macrospin, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transformation

A small magnetic element whose magnetization stays uniform can be described by one vector, \(\mathbf M=M_s\mathbf m\). Its length \(M_s\) is fixed and its direction is the unit vector \(\mathbf m(t)\). This is the macrospin model. Let \(V\) be the volume, \(\mathcal M=M_sV\) the magnetic moment and \(E(\mathbf m,t)\) the magnetic energy. The effective field, written as a flux density, is

\[
\mathbf B=-\frac{1}{\mathcal M}\frac{\partial E}{\partial\mathbf m}.
\]

It equals \(\mu_0\mathbf H_{\rm eff}\) and contains the applied field, the anisotropy field and the demagnetizing field. The Gilbert equation is

\[
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}. \tag{1}
\]

Here \(\gamma=g\mu_B/\hbar\) is taken positive. The minus sign in the first term comes from the electron: its magnetic moment points against its angular momentum, so the angular momentum of the element is \(-\mathcal M\mathbf m/\gamma\). Setting the rate of change of this quantity equal to the torque \(\mathcal M\,\mathbf m\times\mathbf B\) gives \(d\mathbf m/dt=-\gamma\,\mathbf m\times\mathbf B\). The second term describes damping, and \(\alpha\ge 0\) is a dimensionless number.

Equation (1) has the unknown rate \(d\mathbf m/dt\) on both sides. A numerical integrator, or a reader who wants to know which way \(\mathbf m\) moves, needs the rate given by \(\mathbf m\) and \(\mathbf B\) alone. The problem is to find that explicit form without approximation in \(\alpha\), and to learn what it says about the motion. The field may depend on \(\mathbf m\) and on time, but it is assumed not to depend on \(d\mathbf m/dt\).

### (a) Show that equation (1) keeps the length of m fixed.

**Solution.** Take the scalar product of (1) with \(\mathbf m\). A vector product is perpendicular to each of its factors, so both terms on the right vanish:

\[
\mathbf m\cdot\frac{d\mathbf m}{dt}
=-\gamma\,\mathbf m\cdot(\mathbf m\times\mathbf B)
+\alpha\,\mathbf m\cdot\Big(\mathbf m\times\frac{d\mathbf m}{dt}\Big)=0 .
\]

The product rule then gives

\[
\frac{d}{dt}(\mathbf m\cdot\mathbf m)=2\,\mathbf m\cdot\frac{d\mathbf m}{dt}=0 .
\]

If \(|\mathbf m|=1\) at the start, it stays so. The tip of \(\mathbf m\) moves on the unit sphere, and its velocity lies in the plane tangent to the sphere. Both facts are needed in the next part.

### (b) Remove the rate from the right-hand side. Read off the coefficients of the precession term m × B and of the relaxation term m × (m × B).

**Solution.** Write \(\mathbf v=d\mathbf m/dt\) for the unknown, and collect what is known in

\[
\mathbf T=-\gamma\,\mathbf m\times\mathbf B .
\]

Equation (1) becomes a linear equation for \(\mathbf v\):

\[
\mathbf v-\alpha\,\mathbf m\times\mathbf v=\mathbf T. \tag{2}
\]

The unwanted quantity is \(\mathbf m\times\mathbf v\). A second equation containing it follows on taking the vector product of \(\mathbf m\) with (2):

\[
\mathbf m\times\mathbf v-\alpha\,\mathbf m\times(\mathbf m\times\mathbf v)=\mathbf m\times\mathbf T .
\]

The identity \(\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)\) simplifies the double product:

\[
\mathbf m\times(\mathbf m\times\mathbf v)
=\mathbf m(\mathbf m\cdot\mathbf v)-\mathbf v(\mathbf m\cdot\mathbf m)=-\mathbf v .
\]

The last step uses \(\mathbf m\cdot\mathbf v=0\) and \(\mathbf m\cdot\mathbf m=1\) from part (a). The second equation is therefore

\[
\mathbf m\times\mathbf v+\alpha\mathbf v=\mathbf m\times\mathbf T. \tag{3}
\]

Multiply (3) by \(\alpha\), and replace \(\alpha\,\mathbf m\times\mathbf v\) by \(\mathbf v-\mathbf T\), which is what (2) says it equals:

\[
(\mathbf v-\mathbf T)+\alpha^2\mathbf v=\alpha\,\mathbf m\times\mathbf T .
\]

Moving \(\mathbf T\) to the right and dividing by the number in front of \(\mathbf v\) gives

\[
\mathbf v=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T}{1+\alpha^2}. \tag{4}
\]

Now insert \(\mathbf T=-\gamma\,\mathbf m\times\mathbf B\). Both terms inherit its minus sign:

\[
\frac{d\mathbf m}{dt}=-\frac{\gamma}{1+\alpha^2}\,\mathbf m\times\mathbf B
-\frac{\alpha\gamma}{1+\alpha^2}\,\mathbf m\times(\mathbf m\times\mathbf B). \tag{5}
\]

This is the Landau-Lifshitz form. The precession coefficient is \(\gamma/(1+\alpha^2)\) and the relaxation coefficient is \(\alpha\gamma/(1+\alpha^2)\). The same divisor stands under both, and no power of \(\alpha\) has been dropped.

The result was tested by solving the linear equation (2) numerically, for \(\alpha=0.01\), 0.3, 1 and 3 with fifty random pairs \((\mathbf m,\mathbf B)\) each. The solution was projected on the directions \(\mathbf m\times\mathbf B\) and \(\mathbf m\times(\mathbf m\times\mathbf B)\). In units of \(\gamma\), the coefficients so measured differed from \(1/(1+\alpha^2)\) and \(\alpha/(1+\alpha^2)\) by at most \(3.3\times10^{-16}\), which is rounding error.

### (c) Explain where the divisor comes from in each term. What happens for small and for large damping?

**Solution.** Suppose that the motion consists of a precession part and a relaxation part with unknown coefficients \(p\) and \(q\):

\[
\mathbf v=-p\,\mathbf m\times\mathbf B-q\,\mathbf m\times(\mathbf m\times\mathbf B).
\]

The damping term of (1) acts on this whole velocity. Since \(\mathbf m\times\mathbf B\) is perpendicular to \(\mathbf m\), the double product rule of part (b) applies to it: \(\mathbf m\times[\mathbf m\times(\mathbf m\times\mathbf B)]=-\mathbf m\times\mathbf B\). Hence

\[
\alpha\,\mathbf m\times\mathbf v=-\alpha p\,\mathbf m\times(\mathbf m\times\mathbf B)+\alpha q\,\mathbf m\times\mathbf B .
\]

Put this into (1) and compare the coefficients of the two perpendicular directions:

\[
p=\gamma-\alpha q,\qquad q=\alpha p .
\]

The second relation says that damping acting on the precession produces the relaxation. The first says that damping acting on the relaxation produces a torque against the precession. Together they give \(p=\gamma-\alpha^2p\), so \(p=\gamma/(1+\alpha^2)\). The relaxation coefficient \(q=\alpha p\) carries the divisor because it is driven by the precession that is actually present, which is already slowed.

The same feedback appears if (2) is solved by repeated substitution. On vectors perpendicular to \(\mathbf m\), two successive products with \(\mathbf m\) give a factor \(-1\), so

\[
\mathbf v=(1-\alpha^2+\alpha^4-\cdots)(\mathbf T+\alpha\,\mathbf m\times\mathbf T).
\]

For \(\alpha<1\) the bracket is a geometric series with the sum \(1/(1+\alpha^2)\). For \(\alpha\ge1\) the series does not converge, but the elimination in part (b) did not use it, and (5) remains valid.

For \(\alpha\ll1\) the divisor differs from 1 by a term of second order. To first order in \(\alpha\), the coefficients are \(\gamma\) and \(\alpha\gamma\). For \(\alpha\gg1\) they approach \(\gamma/\alpha^2\) and \(\gamma/\alpha\). Both then fall with growing \(\alpha\), and the precession falls faster: the moment creeps towards the field direction with little turning.

### (d) Does every solution of (5) also solve (1)? Under which conditions does the equivalence fail?

**Solution.** Start from (5), written as (4), and let \(|\mathbf m|=1\) at the initial time. The right side of (5) is perpendicular to \(\mathbf m\), so the length is kept here too. The vector \(\mathbf T\) is perpendicular to \(\mathbf m\), hence \(\mathbf m\times(\mathbf m\times\mathbf T)=-\mathbf T\), and (4) gives

\[
\mathbf m\times\mathbf v=\frac{\mathbf m\times\mathbf T-\alpha\mathbf T}{1+\alpha^2}.
\]

Therefore

\[
\mathbf v-\alpha\,\mathbf m\times\mathbf v
=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T-\alpha\,\mathbf m\times\mathbf T+\alpha^2\mathbf T}{1+\alpha^2}=\mathbf T ,
\]

which is (2), the Gilbert equation. The two equations have the same solutions.

The divisor also has a meaning in linear algebra. Choose unit vectors \(\mathbf e_1,\mathbf e_2\) with \(\mathbf e_1\times\mathbf e_2=\mathbf m\). Then \(\mathbf m\times\mathbf e_1=\mathbf e_2\) and \(\mathbf m\times\mathbf e_2=-\mathbf e_1\). In the basis \((\mathbf e_1,\mathbf e_2,\mathbf m)\), the map \(\mathbf v\mapsto\mathbf v-\alpha\,\mathbf m\times\mathbf v\) has the matrix

\[
\begin{pmatrix}1&\alpha&0\\-\alpha&1&0\\0&0&1\end{pmatrix},
\qquad \det=1+\alpha^2 .
\]

The determinant is nowhere zero for real \(\alpha\), so (2) fixes \(\mathbf v\) uniquely at each instant.

Three conditions were used. First, \(|\mathbf m|=1\); close to the Curie temperature, where the length itself changes, this is not justified. Second, \(\alpha\) is a single number. If the damping is described by a matrix, (2) is still linear, but its inverse is in general not (4). Third, \(\mathbf B\) does not contain \(d\mathbf m/dt\). If it does, part of the unknown is hidden in \(\mathbf T\), and the elimination has to be done again with that part moved to the left. A dependence of \(\mathbf B\) on time does no harm, because the algebra concerns one instant.

### (e) A current adds a torque term τ, perpendicular to m, to the right side of (1). What must be added to (5)? How does (5) read for M itself?

**Solution.** The steps from (2) to (4) used nothing about \(\mathbf T\) beyond its being perpendicular to \(\mathbf m\), which keeps the length fixed. So \(\mathbf T\) may be replaced by \(-\gamma\,\mathbf m\times\mathbf B+\boldsymbol\tau\), and the right side of (5) gains

\[
\frac{\boldsymbol\tau+\alpha\,\mathbf m\times\boldsymbol\tau}{1+\alpha^2}. \tag{6}
\]

The added torque is divided by \(1+\alpha^2\) and also acquires a part at right angles to itself. As an example take \(\boldsymbol\tau=-a\,\mathbf m\times(\mathbf m\times\mathbf p)\), with a fixed unit vector \(\mathbf p\) and a rate \(a\) set by the current. Then \(\mathbf m\times\boldsymbol\tau=+a\,\mathbf m\times\mathbf p\), and (6) becomes

\[
\frac{-a\,\mathbf m\times(\mathbf m\times\mathbf p)+\alpha a\,\mathbf m\times\mathbf p}{1+\alpha^2}.
\]

A torque added to the Gilbert equation and the same vector added to the Landau-Lifshitz form thus describe different motions, and the difference is of first order in \(\alpha\). A stated torque coefficient has a definite meaning when the equation it belongs to is stated with it.

For the magnetization, multiply (5) by \(M_s\). In the first term \(M_s\mathbf m=\mathbf M\). In the second, \(\mathbf M\times(\mathbf M\times\mathbf B)\) contains \(M_s^2\), one factor too many, so one division by \(M_s\) remains:

\[
\frac{d\mathbf M}{dt}=-\frac{\gamma}{1+\alpha^2}\,\mathbf M\times\mathbf B
-\frac{\alpha\gamma}{(1+\alpha^2)M_s}\,\mathbf M\times(\mathbf M\times\mathbf B).
\]

### (f) Find the speed of m and the rate of energy loss. For a given state, which α makes the loss fastest?

**Solution.** The vectors \(\mathbf T\) and \(\mathbf m\times\mathbf T\) are perpendicular to each other. They are equally long, because \(\mathbf m\) is a unit vector perpendicular to \(\mathbf T\). Squaring (4) gives

\[
|\mathbf v|^2=\frac{|\mathbf T|^2+\alpha^2|\mathbf T|^2}{(1+\alpha^2)^2}=\frac{|\mathbf T|^2}{1+\alpha^2},
\qquad
|\mathbf v|=\frac{\gamma\,|\mathbf m\times\mathbf B|}{\sqrt{1+\alpha^2}}. \tag{7}
\]

Damping reduces the speed by the square root of the divisor, and it turns the velocity away from the precession direction by an angle whose tangent is \(\alpha\).

If \(E\) has no explicit time dependence, the chain rule and the definition of \(\mathbf B\) give \(dE/dt=-\mathcal M\,\mathbf B\cdot\mathbf v\). In \(\mathbf B\cdot\mathbf v\) the precession term of (5) drops out, since \(\mathbf B\cdot(\mathbf m\times\mathbf B)=0\). For the relaxation term,

\[
\mathbf B\cdot[\mathbf m\times(\mathbf m\times\mathbf B)]
=(\mathbf m\cdot\mathbf B)^2-|\mathbf B|^2=-|\mathbf m\times\mathbf B|^2 .
\]

With the minus sign in front of that term, and then with (7),

\[
\frac{dE}{dt}=-\mathcal M\,\frac{\alpha\gamma}{1+\alpha^2}\,|\mathbf m\times\mathbf B|^2
=-\frac{\alpha\mathcal M}{\gamma}\,|\mathbf v|^2\le0. \tag{8}
\]

So the sign chosen for the damping term in (1) does remove energy. At a given \(\mathbf m\) and \(\mathbf B\), the loss is proportional to \(\alpha/(1+\alpha^2)\), whose derivative is

\[
\frac{d}{d\alpha}\,\frac{\alpha}{1+\alpha^2}=\frac{1-\alpha^2}{(1+\alpha^2)^2}.
\]

It is positive below \(\alpha=1\) and negative above. The loss is fastest at \(\alpha=1\), where the factor is \(1/2\) and the velocity stands at \(45^\circ\) to the precession direction. Beyond that, stronger damping slows the motion so much that less energy is lost per unit time.

## Second half: the motion and a memory layer

The first half used the unit vector \(\mathbf m\), the effective field \(\mathbf B\), the damping constant \(\alpha\), \(\gamma=g\mu_B/\hbar>0\) and the moment \(\mathcal M=M_sV\). It showed that the Gilbert equation is equivalent to

\[
\frac{d\mathbf m}{dt}=-\gamma'\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right],
\qquad \gamma'=\frac{\gamma}{1+\alpha^2}. \tag{9}
\]

The abbreviation \(\gamma'\) makes it plain that one divisor serves both terms. From here on \(\alpha\) is constant in time and greater than zero.

### (g) Let the field point along the z axis, with component B_z. Find the equations for the polar angle θ and the azimuth φ, and solve them for constant B_z.

This part has shown that the Gilbert equation is equivalent to an explicit Landau-Lifshitz form in which the same divisor \(1+\alpha^2\) stands under both the precession and the relaxation term. What remains is to solve the axial-field problem just stated, to see what leaving out the divisor changes, and to calculate the reversal of a layer and compare the model with a real memory layer.
